Linear tetrahedron weights for phonon densities of states on fcc

A phonon calculation gives frequencies at finitely many wavevectors. Taken literally, its density of states is a comb of spikes. Replacing each spike by a Gaussian of width σ removes the comb but blurs the spectrum. For the fcc model below, with σ = 0.10 in a spectrum reaching 2.83, the absolute error integrated over frequencies from 0 to 2.9 is 0.336 modes out of 3 on a 16×16×16 mesh and still 0.335 on a 32×32×32 mesh. Refinement no longer helps, because the remaining error is the blur.

The linear tetrahedron method has no width. It joins neighbouring mesh points into tetrahedra, interpolates the frequency linearly inside each, and integrates the interpolant exactly.

**One tetrahedron by hand**

Let the corner frequencies be

e₁ = 1.0, e₂ = 1.2, e₃ = 1.5, e₄ = 2.0.

We want the density at ω = 1.3, and each corner's share of it. A point inside is x = Σ λᵢxᵢ, with barycentric coordinates λᵢ ≥ 0 and Σ λᵢ = 1. The interpolated frequency is Σ λᵢeᵢ. The corner weight is

wᵢ(ω) = ⟨λᵢ δ(ω − Σ λⱼeⱼ)⟩,

where the brackets average over the tetrahedron's volume. Since Σ λᵢ = 1, the four weights add up to the density.

The surface of frequency 1.3 is a plane. It cuts each edge that joins a corner below 1.3 to one above. On edge 1–3 the cut lies a fraction (1.3 − 1.0)/(1.5 − 1.0) = 0.6 of the way from corner 1. The four cuts, as (λ₁, λ₂, λ₃, λ₄), are

P₁₃ = (0.4, 0, 0.6, 0)
P₁₄ = (0.7, 0, 0, 0.3)
P₂₃ = (0, 2/3, 1/3, 0)
P₂₄ = (0, 0.875, 0, 0.125).

They form a quadrilateral, which the diagonal P₁₃P₂₄ splits into two triangles.

A triangle of area A in the level plane contributes A/(V|∇ω|) to the density, V being the tetrahedron's volume. To avoid computing A, join the triangle to a corner k. The resulting pyramid has height |ω − eₖ|/|∇ω|, because the gradient is normal to the plane. Its volume is A|ω − eₖ|/(3|∇ω|). If this is a fraction v of V, then

A/(V|∇ω|) = 3v/|ω − eₖ|.

The fraction v is the absolute determinant of the barycentric coordinates of the pyramid's four vertices, since the map from barycentric coordinates to positions is affine.

For triangle P₁₃P₁₄P₂₄ take corner 1:

v = 0.6 × 0.3 × 0.875 = 0.1575, density 3 × 0.1575/0.3 = 1.575.

For triangle P₁₃P₂₃P₂₄ take corner 2:

v = 0.4 × (1/3) × 0.125 = 0.016667, density 3 × 0.016667/0.1 = 0.500.

The total is 2.075. The average of a linear function over a triangle is the mean of its vertex values, so each density is shared out by the mean coordinates of its triangle. For corner 1,

w₁ = 1.575 × (0.4 + 0.7 + 0)/3 + 0.500 × (0.4 + 0 + 0)/3 = 0.6442.

The other weights follow in the same way: w₂ = 0.7163, w₃ = 0.4706, w₄ = 0.2440.

**The general weights**

Sort the corners so that e₁ ≤ e₂ ≤ e₃ ≤ e₄ and write eⱼᵢ = eⱼ − eᵢ. The cut Pᵢⱼ, with i < j, has

λᵢ = (eⱼ − ω)/eⱼᵢ, λⱼ = (ω − eᵢ)/eⱼᵢ,

and its other coordinates vanish. The volume fractions are products of such factors, as in the example.

For e₁ ≤ ω < e₂ the section is P₁₂P₁₃P₁₄. From corner 1, v = (ω − e₁)³/(e₂₁e₃₁e₄₁), so

g = 3(ω − e₁)²/(e₂₁e₃₁e₄₁).

For e₂ ≤ ω < e₃ there are two triangles:

P₁₃P₁₄P₂₄, corner 1: v = (ω − e₁)²(e₄ − ω)/(e₃₁e₄₁e₄₂)
gₐ = 3(ω − e₁)(e₄ − ω)/(e₃₁e₄₁e₄₂)

P₁₃P₂₃P₂₄, corner 2: v = (e₃ − ω)(ω − e₂)²/(e₃₁e₃₂e₄₂)
g_b = 3(ω − e₂)(e₃ − ω)/(e₃₁e₃₂e₄₂).

For e₃ ≤ ω < e₄ the section is P₁₄P₂₄P₃₄. From corner 4, v = (e₄ − ω)³/(e₄₁e₄₂e₄₃), so

g = 3(e₄ − ω)²/(e₄₁e₄₂e₄₃).

In every case

wᵢ = Σ over triangles of (triangle density) × (mean of λᵢ over its three vertices).

All terms are non-negative. If two or three corners coincide, the interval between them is empty, and the denominators of the remaining intervals stay positive. If all four coincide, the density is a delta function, which these formulas omit; a flat branch must be added separately.

The total density is the sum of the weights over corners, branches and tetrahedra, divided by the number of tetrahedra. To resolve it by a mode property A, multiply each weight by A at its corner before summing.

**The fcc model and its mesh**

Take atoms of mass M joined to their 12 nearest neighbours by central springs of constant K. With n the unit vector along bond R, the equation of motion is

M ü₀ = K Σ_R n [n·(u_R − u₀)].

A plane wave u_R = u exp(iq·R − iωt) turns it into D(q)u = ω²u. The sine terms of R and −R cancel, leaving

D(q) = (K/M) Σ_R n nᵀ [1 − cos(q·R)].

Set K = M = 1 and the cubic lattice constant to 2. Frequencies are then in units of √(K/M), and the bonds are R = (±1, ±1, 0) and permutations. The reciprocal vectors b₁, b₂, b₃ are π(−1, 1, 1), π(1, −1, 1) and π(1, 1, −1).

An N×N×N mesh has cell edges sᵢ = bᵢ/N. Order the three fractional coordinates of a point in a cell by size. The six possible orders divide the cell into six tetrahedra with corners

0, sᵢ, sᵢ + sⱼ, s₁ + s₂ + s₃.

In mesh units of π/N, the sᵢ and s₁ + s₂ + s₃ have squared length 3, while vectors such as s₁ + s₂ = (0, 0, 2) have squared length 4. Each tetrahedron therefore has four edges of squared length 3 and two of 4, and the sum over its edges is

S = Σ_{i<j} |dᵢⱼ|² = 20(π/N)².

The four shorter edges lie along the four cube diagonals, so their matrices d dᵀ add up to 4 times the unit matrix. The longer edges lie along cubic axes and average to 8/3 times the unit matrix over the six tetrahedra. Hence the average of Σ d dᵀ is S/3 times the unit matrix: this division favours no cubic direction.

**The error from curvature**

Let a branch be quadratic inside a tetrahedron, with second-derivative matrix H. Linear terms are interpolated without error, and the rest gives

ω_lin − ω = ½[Σ λᵢ xᵢᵀHxᵢ − xᵀHx] = ½ Σ_{i<j} λᵢλⱼ dᵢⱼᵀHdᵢⱼ.

The last step is the identity that writes a weighted variance as a sum over pairs.

We need ⟨λᵢλⱼ⟩. A slice at fixed λ₁ has area proportional to (1 − λ₁)², so λ₁ has probability density 3(1 − λ₁)² and ⟨λ₁²⟩ = 3∫₀¹ λ²(1 − λ)² dλ = 1/10. Multiplying Σ λⱼ = 1 by λ₁ and averaging gives 1/4 = 1/10 + 3⟨λ₁λ₂⟩, so ⟨λ₁λ₂⟩ = 1/20. The mean frequency error is then

(1/40) Σ dᵀHd → (1/40)(S/3) Tr H = (S/120)∇²ω,

where the arrow averages over the six orientations.

Let I(ω) be the number of modes below ω. Raising frequencies by δω removes modes from below ω, so to leading order

δI(ω) = −(S/120) ⟨Σ_b ∇²ω_b δ(ω − ω_b)⟩, δg = dδI/dω,

with an average over the Brillouin zone and a sum over branches b. The error is of order N⁻². This assumes that the level surface samples positions within the tetrahedra evenly, or that one averages over a small frequency window. It does not hold pointwise at van Hove singularities: a band edge shifted by order N⁻² changes a density √(ω − ω₀) next to the edge by order N⁻¹.

Moments show the same error without any frequency grid. The mean of a linear function over a tetrahedron is its corner mean, and by translation every mesh point belongs to equally many tetrahedra. The first moment of g is therefore the plain mesh mean of Σ_b ω_b. For the second moment, the averages above give

⟨ω_lin²⟩ = [Σ eᵢ² + (Σ eᵢ)²]/20
= ¼ Σ eᵢ² − (1/20) Σ_{i<j}(eᵢ − eⱼ)².

Summed over branches and averaged over the mesh, the first term is the mean of Tr D. This equals 12 for N ≥ 2, since the cosines average to zero. Putting eᵢ − eⱼ ≈ dᵢⱼ·∇ω in the second term gives the shortfall

(S/60)⟨Σ_b |∇ω_b|²⟩ = (π²/3N²)⟨Σ_b |∇ω_b|²⟩.

Central differences on a shifted 24×24×24 mesh give 1.069 for the last average. At N = 48 the predicted shortfall is 0.00153; the corner formula gives 0.00152.

**What band crossings do**

Eigenvalue routines return sorted frequencies. Where two branches cross, the sorted ones are

ω± = m ± |d|/2,

with m their mean and d their signed separation. Even if m and d are linear, |d| has a kink. It is convex, so its interpolant lies on or above it. The upper branch is pushed up and the lower one down: the interpolation creates a spurious repulsion.

Take d = x − 1/3 in a unit cube with mesh spacing h = 1/8 or 1/16. The crossing plane lies h/3 from one mesh plane and 2h/3 from the next. Across that layer the interpolant of |d| integrates to h(h/3 + 2h/3)/2 = h²/2, and the true |d| to ½(h/3)² + ½(2h/3)² = 5h²/18. The upper branch's mean error is half the difference,

½(h²/2 − 5h²/18) = h²/9,

or 0.00174 at h = 1/8. The lower branch has the opposite error. In the total second moment the crossing enters through ω₊² + ω₋² = 2m² + d²/2. The squared interpolant integrates to h³(1 + 2 + 4)/27 = 7h³/27, and d² to h³(1 + 8)/81 = 3h³/27. The error is

½(7 − 3)h³/27 = 2h³/27,

or 0.000145 at h = 1/8. The total gains one order because the two shifts are opposite and act at nearly equal frequencies. For the total density, smoothed over frequency, such a crossing is subleading to curvature. Single branches do not benefit from this cancellation.

Resolved densities have a further error, because in a cut tetrahedron the corner values of A may belong to different modes. Let A be 1 on the branch m + d/2 and 0 on m − d/2, and let d run from −a to b across the cut layer. At a fraction s of the way across, the interpolated A is s on the upper sorted branch and 1 − s on the lower. The sum of A times frequency is then m + (s − ½)[a(1 − s) + bs] instead of m + d/2. Integrated over the layer, the error is h(a − b)/6. For the plane above its size is h²/18, but its sign depends on which mesh plane is nearer. It therefore averages out to this order when a crossing samples all positions within the cells evenly, and persists when the crossing is parallel to a low-index family of lattice planes of the mesh, such as x = const or x + y = const.

Crossing surfaces are not the generic case in this crystal. Near a degeneracy a real symmetric D reduces to a 2×2 block whose eigenvalues coincide when its diagonal elements are equal and its off-diagonal element vanishes. Two conditions in three dimensions define lines. The number of degenerate mesh points is 184 for N = 16 and 392 for N = 32, close to the doubling expected for lines, so their share of the mesh falls roughly as N⁻². With frequency errors of order h, the tetrahedra on such lines contribute order h³ to a branch mean. Farther out, the splitting is smooth, whether it opens linearly, as around the ⟨111⟩ lines, or quadratically, as around the ⟨100⟩ lines, and its error belongs to the curvature term.

The first moment does not see crossings, because it is the mesh mean of Tr √D, and this trace is smooth wherever D is positive definite. That fails at Γ, where ω is |q| times a function of direction. A singularity of degree one in three dimensions has Fourier coefficients falling as R⁻⁴, and an N-mesh picks up those at N times the lattice vectors. The error should fall as N⁻⁴. For N = 12, 24 and 48 the means are 5.78482966, 5.78503448 and 5.78504712; the successive differences have a ratio of 16.2, against 2⁴ = 16.

**The acoustic cone at Γ**

Let ω = |q|, in mesh units with unit sound speed. Below the first nonzero mesh frequency, the tetrahedra touching Γ are the sole contributors. There are 24 of them: six per cell times four corners, with one mesh point per cell. Each has e₁ = 0 and other corners at distances √3, √3 and 2. The cell volume is 4, so each tetrahedron has volume 2/3. The lower-interval formula gives

24 × (2/3) × 3ω²/(√3 × √3 × 2) = 8ω²,

whereas the true density of q-space volume is 4πω². The ω² law survives, but its coefficient is too small by the factor

8/(4π) = 2/π ≈ 0.637.

N does not appear. The interpolated level surface is a polyhedron inscribed in the sphere, and refinement shrinks the region where this matters without changing the shape.

Far from Γ the curvature formula applies. With S = 20 and ∇²|q| = 2/|q|,

δ(volume) = −(20/120)(2/ω)(4πω²) = −(4π/3)ω.

The density is low by the constant 4π/3 = 4.189. A smooth window average of the tetrahedron density over radii 8 to 16 gives a deficit of 4.182. Relative to 4πω² the deficit is 1/(3ω²). In ordinary units, with sound speed c, this is (πc/ωN)²/3, which vanishes on refinement at fixed ω.

In the crystal, the corners next to Γ lie along one ⟨100⟩ and two ⟨111⟩ directions. The same sum gives 8ω² Σ_b 1/(c_b(111)² c_b(100)), and the true coefficient is the solid-angle integral of Σ_b c_b⁻³. Expanding D at small q gives speeds 1, 1, √2 along [100] and √(2/3), √(2/3), √(8/3) along [111]. The numerator is

8 × (1.5 + 1.5 + 0.265) = 26.12.

Quadrature over directions gives 42.81 for the integral, so the limiting ratio is 0.610. At half the lowest nonzero frequency of each mesh, the ratio is 0.659, 0.622 and 0.613 for N = 8, 16 and 32. It approaches its limit from above because 1 − cos x ≤ x²/2 makes the corner frequencies lower than the linear law.

The T³ heat capacity is proportional to this coefficient. When k_BT is far below ħ times the first nonzero mesh frequency, it comes out about 39% too small on a fine mesh. In that range the density should be taken from the sound speeds instead.

**Gaussian smearing on the same meshes**

Smearing has two errors. Convolution with a Gaussian changes a smooth density by

∫G_σ(s)[g(ω − s) − g(ω)]ds ≈ (σ²/2)g″(ω),

because the linear term vanishes by symmetry. The mesh sum adds Fourier components at N times the lattice vectors R. For a locally linear branch of group speed v, the Gaussian has width σ/v along the velocity, so for R in that direction the component is suppressed by

exp[−(NRσ)²/(2v²)].

Keeping this factor small requires σ to shrink no faster than about 1/N.

For the comparison, g was computed at 290 frequencies spaced by 0.01, and |g − g_ref| was integrated from 0 to 2.9. Smeared weight that falls outside this range is not counted. For σ = 0.10 the upper limit lies just 0.7σ above the top of the spectrum, so the errors quoted for wide Gaussians understate the full error. The reference is the tetrahedron density at N = 96. If the N⁻² trend continues, its own error is about one ninth of that at N = 32. The Gaussian width was chosen from 25 trial values to minimize the error against this reference, an advantage not available in practice. Errors are in modes, out of 3:

N = 8: tetrahedron 0.336; Gaussian 0.403 at σ = 0.086
N = 16: tetrahedron 0.112; Gaussian 0.195 at σ = 0.046
N = 32: tetrahedron 0.028; Gaussian 0.087 at σ = 0.025

From N = 8 to 32 the average orders of convergence are 1.79 and 1.10. The best width nearly halves at each refinement, as the sampling condition suggests. Smoothing a square-root edge changes it by about √σ over a width σ, which gives an integrated error of order σ^{3/2}. This spectrum also has a stronger feature. Along the line q = (π, t, 0), the yy element of D is 2(1 + cos t) + 2(1 − cos t) = 4 and does not couple to the others, so one branch stays at ω = 2. For small displacements a and b along x and z, expansion to second order gives ω² ≈ 4 − (2 − cos t)a² − (2 + cos t)b² away from the line's degenerate points. The branch is thus a maximum across the line, like a band edge in two dimensions, and the density drops by a finite step, about 1.02, at ω = 2. Smoothing a step changes it by a fixed amount over a width σ, an error of order σ, here about 1.02σ√(2/π). This term wins as σ → 0, but at the best widths above it is only a quarter to a third of the broadening error, the rest coming from other features of the spectrum. Over these widths the broadening error alone falls roughly as σ^{1.2}, so sampling error is not needed to explain the low Gaussian order.

At fixed σ = 0.10 the difference from the smeared reference falls from 0.159 to 0.011 to 0.002, while the total error settles at the broadening error, 0.334.

Near Γ both methods need care. At ω = 0.205 the sound speeds give g = 0.0145, and dispersion raises the true density to 0.0146. At N = 32 the tetrahedron value is 0.0133, about 9% below the true density, and the best-width Gaussian value is 0.0118, about 20% below it. Broadening a density Cω² adds Cσ² ≈ 0.0002 here, so the Gaussian deficit comes from sampling. Such an error changes sign with frequency: at ω = 0.265 the same Gaussian is about 40% too high.
